# First-Order s-Level Shift from a Gaussian Nuclear Charge: verification in Python

```python
# Result under test: replacing a point nucleus -Z/r by a Gaussian charge,
# potential -Z erf(r/a)/r, raises an s level in first order and for Z*a << 1 by
#     shift = (2 pi/3) * Z * <r^2> * n(0),     <r^2> = 3 a^2 / 2.
# Z: nuclear charge; a: Gaussian length; <r^2>: mean-square charge radius;
# n(0): density of the one level at the nucleus, for the point nucleus.
# Internal units are atomic units; printed units are eV and angstrom.
# Example: the one-electron ion Be3+, non-relativistic, fixed nucleus.
import numpy as np
from numpy.polynomial import legendre
from scipy.constants import physical_constants, angstrom
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import erf, erfc

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom
Z = 4.0
ORDER = 14          # polynomial order in each radial element
R_MAX = 14.0        # outer wall, bohr


def integrate(f, lo, hi):
    return quad(f, lo, hi, epsabs=0, epsrel=1e-10, limit=200)[0]


def lobatto(order):
    """Gauss-Lobatto nodes, weights and differentiation matrix."""
    c = np.zeros(order + 1)
    c[-1] = 1.0
    inner = np.sort(legendre.legroots(legendre.legder(c)).real)
    x = np.concatenate([[-1.0], inner, [1.0]])
    p = legendre.legval(x, c)
    weights = 2.0 / (order * (order + 1) * p**2)
    gap = x[:, None] - x[None, :] + np.eye(order + 1)
    d = p[:, None] / p[None, :] / gap
    np.fill_diagonal(d, 0.0)
    d[0, 0] = -order * (order + 1) / 4
    d[-1, -1] = order * (order + 1) / 4
    return x, weights, d


NODES, WEIGHTS, DIFF = lobatto(ORDER)


def s_states(potential, a):
    """Two lowest s levels: energies, r, quadrature weights, u = r R, n(0)."""
    edges = np.concatenate([[0.0], np.geomspace(2 * a, R_MAX, 14)])
    size = ORDER * (len(edges) - 1) + 1
    r, mass, h = np.zeros(size), np.zeros(size), np.zeros((size, size))
    stiffness = DIFF.T @ (WEIGHTS[:, None] * DIFF)
    for k in range(len(edges) - 1):
        half = (edges[k + 1] - edges[k]) / 2
        s = slice(k * ORDER, (k + 1) * ORDER + 1)
        r[s] = edges[k] + half * (NODES + 1)
        mass[s] += half * WEIGHTS
        h[s, s] += stiffness / (2 * half)
    r, mass, h = r[1:-1], mass[1:-1], h[1:-1, 1:-1]   # u = 0 at both ends
    h = h / np.sqrt(np.outer(mass, mass)) + np.diag(potential(r))
    energy, vec = eigh(h, subset_by_index=[0, 1])
    u = vec / np.sqrt(mass)[:, None]
    slope = DIFF[0, 1:] @ u[:ORDER] / a     # first element has half-width a
    return energy, r, mass, u, slope**2 / (4 * np.pi)


def point(r):
    return -Z / r


def first_order(u_squared, a):
    """Integral of u^2 * Z erfc(r/a)/r over r, with r = a x."""
    return Z * integrate(lambda x: u_squared(a * x) * erfc(x) / x, 0, 12)


def u2_1s(r):
    return 4 * Z**3 * r**2 * np.exp(-2 * Z * r)


def u2_2p(r):
    return Z**5 * r**4 * np.exp(-Z * r) / 24


def leading(a, n0):
    return 2 * np.pi / 3 * Z * (1.5 * a**2) * n0


a_main = 0.002 / BOHR

# Gaussian charge: potential and mean-square radius from the definition
def shell(r):
    return (4 * np.pi * r**2 * Z * np.exp(-(r / a_main)**2)
            / (np.pi**1.5 * a_main**3))


for t in (0.3, 1.0, 2.5):
    rr = t * a_main
    v = -integrate(shell, 0, rr) / rr
    v -= integrate(lambda q: shell(q) / q, rr, 10 * a_main)
    assert abs(v / (-Z * erf(t) / rr) - 1) < 1e-8
msr = integrate(lambda q: q**2 * shell(q), 0, 10 * a_main) / Z
assert abs(msr / (1.5 * a_main**2) - 1) < 1e-8

# Moments of the complementary error function
moment1 = integrate(lambda x: x * erfc(x), 0, 12)
moment2 = integrate(lambda x: x**2 * erfc(x), 0, 12)
assert abs(moment1 - 0.25) < 1e-9
assert abs(moment2 - 1 / (3 * np.sqrt(np.pi))) < 1e-9

# Point nucleus: the grid must reproduce the known levels and densities
e_pt, _, _, _, n_pt = s_states(point, a_main)
n_exact = Z**3 / np.pi / np.array([1.0, 8.0])
assert np.all(np.abs(e_pt + Z**2 / np.array([2.0, 8.0])) < 1e-6)
assert np.all(np.abs(n_pt / n_exact - 1) < 1e-4)

print("Be3+ ion, nuclear charge Z =", int(Z))
print(f"Coulomb constant = {HARTREE * BOHR:.4f} eV angstrom")
print(f"main Gaussian length a = {a_main * BOHR:.4f} angstrom")
print(f"main Z*a in atomic units = {Z * a_main:.5f} (no unit)")
print(f"mean-square radius = {msr * BOHR**2:.3e} angstrom^2")
print(f"1s density at origin = {n_exact[0] / BOHR**3:.3f} angstrom^-3")
print(f"moment of x erfc(x) = {moment1:.6f} (no unit)")
print(f"moment of x^2 erfc(x) = {moment2:.6f} (no unit)")
print(f"1s level, point nucleus, grid = {e_pt[0] * HARTREE:.4f} eV")
print(f"2s level, point nucleus, grid = {e_pt[1] * HARTREE:.4f} eV")

# Softened nucleus: formula, first-order integral, full eigenvalue change
ratio_first, ratio_full, drop, za = [], [], [], []
for a_ang in (0.002, 0.004, 0.008):
    a = a_ang / BOHR
    e0, _, _, _, n0 = s_states(point, a)
    e1, _, _, _, n1 = s_states(lambda r: -Z * erf(r / a) / r, a)
    lead = leading(a, n_exact[0])
    first = first_order(u2_1s, a)
    full = e1 - e0
    za.append(Z * a)
    ratio_first.append(first / lead)
    ratio_full.append(full[0] / lead)
    drop.append(1 - n1[0] / n0[0])
    assert 0 < full[0] < first < lead
    print(f"a = {a_ang:.3f} angstrom: 1s shift, formula = "
          f"{lead * HARTREE:.5f} eV")
    print(f"   first-order integral = {first * HARTREE:.5f} eV")
    print(f"   eigenvalue change = {full[0] * HARTREE:.5f} eV")
    print(f"   integral/formula = {ratio_first[-1]:.4f} (no unit)")
    print(f"   eigenvalue change/formula = {ratio_full[-1]:.4f} (no unit)")
    print(f"   fall of density at origin = {100 * drop[-1]:.2f} percent")
    if a_ang == 0.002:
        lead_2s = leading(a, n_exact[1])
        full_2s, full_1s, lead_main = full[1], full[0], lead

# Limit a -> 0: remove the term linear in a; what remains is of order
# (Z a)^2, possibly with a logarithm, and sets the tolerances
limit_first = 2 * ratio_first[0] - ratio_first[1]
limit_full = 2 * ratio_full[0] - ratio_full[1]
assert abs(limit_first - 1) < 2e-3
assert abs(limit_full - 1) < 1e-2
cusp_slope = 8 / (3 * np.sqrt(np.pi))
measured = (1 - ratio_first[0]) / za[0]
assert abs(measured / cusp_slope - 1) < 0.03      # next term is O(Z a)

# Effects beyond first order are linear in a relative to the formula
beyond = np.array(ratio_first) - np.array(ratio_full)
assert 1.7 < beyond[1] / beyond[0] < 2.3
assert 1.7 < drop[1] / drop[0] < 2.3
print(f"main 1s shift, formula = {lead_main:.6f} hartree")
print(f"a -> 0 limit, integral/formula = {limit_first:.4f} (no unit)")
print(f"a -> 0 limit, eigenvalue/formula = {limit_full:.4f} (no unit)")
print(f"cusp coefficient, derived = {cusp_slope:.4f} (no unit)")
print(f"cusp coefficient, from integral = {measured:.4f} (no unit)")
print(f"beyond-first-order part, a doubled: factor "
      f"{beyond[1] / beyond[0]:.3f} (no unit)")
print(f"density fall, a doubled: factor {drop[1] / drop[0]:.3f} (no unit)")

# Level dependence: 1/N^3 for s levels, a^4 for a p level
assert abs(full_2s / full_1s * 8 - 1) < 0.01
p_small, p_large = first_order(u2_2p, a_main), first_order(u2_2p, 2 * a_main)
assert abs(p_large / p_small - 16) < 0.5
print(f"2s shift at main a, formula = {lead_2s * HARTREE:.5f} eV")
print(f"2s shift at main a, eigenvalue change = {full_2s * HARTREE:.5f} eV")
print(f"1s/2s ratio of eigenvalue changes = {full_1s / full_2s:.4f} (no unit)")
print(f"2p first-order shift at main a = {p_small * HARTREE:.3e} eV")
print(f"2p shift, a doubled: factor {p_large / p_small:.3f} (no unit)")

# A density that is not hydrogen-like: add harmonic confinement
omega = 8.0
ratios, densities = [], []
for a in (a_main, 2 * a_main):
    _, r, m, u, n0 = s_states(lambda q: -Z / q + 0.5 * omega**2 * q**2, a)
    shift = np.sum(m * u[:, 0]**2 * Z * erfc(r / a) / r)
    ratios.append(shift / leading(a, n0[0]))
    densities.append(n0[0])
limit_confined = 2 * ratios[0] - ratios[1]
assert densities[0] / n_exact[0] > 1.1
assert abs(limit_confined - 1) < 3e-3
print(f"confinement quantum = {omega * HARTREE:.3f} eV")
print(f"confined/free density at origin = "
      f"{densities[0] / n_exact[0]:.4f} (no unit)")
print(f"confined, main a: integral/formula = {ratios[0]:.4f} (no unit)")
print(f"confined, a -> 0 limit of ratio = {limit_confined:.4f} (no unit)")

print("every check passed")
```

Printed output:

```
Be3+ ion, nuclear charge Z = 4
Coulomb constant = 14.3996 eV angstrom
main Gaussian length a = 0.0020 angstrom
main Z*a in atomic units = 0.01512 (no unit)
mean-square radius = 6.000e-06 angstrom^2
1s density at origin = 137.476 angstrom^-3
moment of x erfc(x) = 0.250000 (no unit)
moment of x^2 erfc(x) = 0.188063 (no unit)
1s level, point nucleus, grid = -217.6911 eV
2s level, point nucleus, grid = -54.4228 eV
a = 0.002 angstrom: 1s shift, formula = 0.09951 eV
   first-order integral = 0.09728 eV
   eigenvalue change = 0.09626 eV
   integral/formula = 0.9776 (no unit)
   eigenvalue change/formula = 0.9674 (no unit)
   fall of density at origin = 3.55 percent
a = 0.004 angstrom: 1s shift, formula = 0.39802 eV
   first-order integral = 0.38045 eV
   eigenvalue change = 0.37209 eV
   integral/formula = 0.9558 (no unit)
   eigenvalue change/formula = 0.9348 (no unit)
   fall of density at origin = 7.22 percent
a = 0.008 angstrom: 1s shift, formula = 1.59209 eV
   first-order integral = 1.45557 eV
   eigenvalue change = 1.38733 eV
   integral/formula = 0.9143 (no unit)
   eigenvalue change/formula = 0.8714 (no unit)
   fall of density at origin = 14.52 percent
main 1s shift, formula = 0.003657 hartree
a -> 0 limit, integral/formula = 0.9993 (no unit)
a -> 0 limit, eigenvalue/formula = 1.0000 (no unit)
cusp coefficient, derived = 1.5045 (no unit)
cusp coefficient, from integral = 1.4821 (no unit)
beyond-first-order part, a doubled: factor 2.067 (no unit)
density fall, a doubled: factor 2.033 (no unit)
2s shift at main a, formula = 0.01244 eV
2s shift at main a, eigenvalue change = 0.01203 eV
1s/2s ratio of eigenvalue changes = 7.9988 (no unit)
2p first-order shift at main a = 1.745e-07 eV
2p shift, a doubled: factor 15.713 (no unit)
confinement quantum = 217.691 eV
confined/free density at origin = 1.6468 (no unit)
confined, main a: integral/formula = 0.9776 (no unit)
confined, a -> 0 limit of ratio = 0.9994 (no unit)
every check passed
```
